# Pulse Accumulation in a Modulated Pump-Probe Measurement of One Thermal Mode

**Q:** A pump pulse heats a metal film, and a probe pulse reads its temperature a nanosecond later. Why should earlier pump pulses matter?

**A:** They matter if the film has not cooled before the next pulse. Let the film have heat capacity $C$ per volume and thickness $d$, and let it lose heat through an interface of conductance $G$ to a substrate held at fixed temperature. If the film is uniform through its depth and loses no heat sideways, its temperature rise $\theta$ obeys, between pulses,

$$Cd\,\frac{d\theta}{dt}=-G\theta .$$

Hence $\theta\propto e^{-t/\tau}$ with $\tau=Cd/G$. Take a gold film on diamond with $C=2.5$ MJ/(m³ K), $d=200$ nm and $G=30$ MW/(m² K). Then $Cd=0.50$ J/(m² K) and $\tau=16.67$ ns. A laser repeating at 80 MHz has a period $T=12.5$ ns. The fraction left after one period is

$$r=e^{-T/\tau}=e^{-0.75}=0.472 ,$$

so nearly half of each pulse's heating is present when the next pulse arrives.

**Q:** Then add the leftovers: $1+r+r^2+\dots=1/(1-r)$. Why is a complex number needed?

**A:** That sum is right for equal pulses. Here the pump is modulated so that a lock-in amplifier can find the signal, and earlier pulses carried different energies. Let pulse $n$ have energy

$$E_n=E(1+m\cos n\phi),\qquad \phi=\omega_0T,\qquad 0<m\le1,$$

where $\omega_0$ is the angular modulation frequency. Let $a$ be the rise caused by one pulse of energy $E$, taken as short compared with $\tau$.

Suppose the delay stage is in the pump path, after the modulator. Pump pulse $n$ then reaches the film at $nT-t_d$, while its modulation phase remains $n\phi$. Probe pulse $k$ arrives at $kT$. For $0\le t_d<T$ it sees all pump pulses with $n\le k$, and linearity lets us add them:

$$\theta_k=a\sum_{n\le k}(1+m\cos n\phi)\,e^{-[(k-n)T+t_d]/\tau}.$$

Count backwards with $q=k-n$ and write $\cos[(k-q)\phi]=\mathrm{Re}\,(e^{ik\phi}e^{-iq\phi})$. The modulated part is

$$\theta_k^{\rm mod}=ma\,e^{-t_d/\tau}\,\mathrm{Re}\Big[e^{ik\phi}\sum_{q\ge0}z^q\Big],\qquad z=r\,e^{-i\phi}.$$

Each step into the past costs a factor $r$ in size and an angle $\phi$ in phase.

**Q:** You have summed an infinite past. A real experiment was switched on at some moment.

**A:** Then take $N$ pulses, with $S_N=1+z+\dots+z^{N-1}$. Multiplying by $z$ and subtracting cancels all terms but the first and last:

$$S_N-zS_N=1-z^N\quad\Rightarrow\quad S_N=\frac{1-z^N}{1-z}.$$

Since $|z|=r<1$ for any finite $\tau>0$, $z^N\to0$, and the sum tends to the accumulation factor

$$F=\frac{1}{1-e^{-T/\tau-i\omega_0T}} .$$

The error relative to $F$ is $(S_N-F)/F=-z^N$, of magnitude $r^N$. An error below 0.1 % needs $N>\ln(1000)/0.75=9.2$, hence ten pulses. For this single mode, the steady state is reached to that accuracy in about 0.1 µs; a substrate that warms takes longer.

**Q:** The temperature is real, but $F$ is complex. What does the instrument report?

**A:** It reports two real numbers, the in-phase part $X$ and the out-of-phase part $Y$. I use the time factor $e^{+i\omega_0t}$ and the normalization in which a signal $\cos\omega_0t$ reads 1:

$$Z=X+iY=\big\langle 2\theta_k e^{-ik\phi}\big\rangle_k .$$

Write $\theta_k=A+\tfrac12(Be^{ik\phi}+B^*e^{-ik\phi})$, with $A$ the constant part and $B=ma\,e^{-t_d/\tau}F$. Then

$$2\theta_ke^{-ik\phi}=2Ae^{-ik\phi}+B+B^*e^{-2ik\phi}.$$

A sum of $M$ terms $e^{-ik\alpha}$ is bounded by $1/|\sin(\alpha/2)|$, by the same geometric formula, so its average vanishes as $M$ grows unless $\alpha$ is a multiple of $2\pi$. With $\alpha=\phi$ and $\alpha=2\phi$, both unwanted terms vanish if $\phi$ is not a multiple of $\pi$, leaving

$$Z=ma\,e^{-t_d/\tau}F .$$

At $\phi=\pi$, two pulses per modulation period, the last term survives. There $F=1/(1+r)$ is real, so the reading is $B+B^*=2B$, twice the formula. At $\phi=2\pi$ all pulses are equal and there is no modulation to detect.

As a test, the film equation was integrated pulse by pulse from a cold start for 64 pulses with $m=1$, and the last eight probe readings were demodulated. At delays of 0, 1 and 8 ns the result agreed with this formula to within $10^{-7}$ of $a$.

**Q:** My delay stage is in the probe path. Surely only the time difference matters?

**A:** The temperature depends only on that difference, but the lock-in also notices when the probe arrives. Your probe pulses arrive at $kT+t_d$, where the reference phase is $k\phi+\omega_0t_d$. The average therefore gains a factor:

$$Z_{\rm probe\ stage}=e^{-i\omega_0t_d}\,ma\,e^{-t_d/\tau}F .$$

At 10 MHz and 1 ns the extra angle is $360^\circ\times0.01=3.6^\circ$. If such data are analysed with the pump-stage formula, the inferred $\tau$ is 19.16 ns instead of 16.67 ns, an error of 15 %. Multiplying the data by $e^{+i\omega_0t_d}$ removes it.

**Q:** Show me the real and imaginary parts, with their signs.

**A:** Multiply numerator and denominator of $F$ by the conjugate $1-re^{i\phi}$. The denominator becomes

$$D=(1-re^{-i\phi})(1-re^{i\phi})=1-2r\cos\phi+r^2,$$

and therefore

$$\mathrm{Re}\,F=\frac{1-r\cos\phi}{D},\qquad \mathrm{Im}\,F=-\frac{r\sin\phi}{D},\qquad |F|=\frac1{\sqrt D}.$$

For $0<\phi<\pi$ the imaginary part is negative: the temperature lags the heating. At 10 MHz, $\phi=45^\circ$ and $r\cos\phi=r\sin\phi=0.334$. With $D=0.555$,

$$F=\frac{0.666-0.334\,i}{0.555}=1.200-0.602\,i .$$

Its magnitude is 1.34 and its phase $-26.6^\circ$. A single-pulse analysis would set $F=1$, missing a third of the amplitude relative to one pulse and the whole out-of-phase signal.

**Q:** So accumulation always makes the signal larger?

**A:** No. $|F|<1$ requires $D>1$, that is $r^2>2r\cos\phi$, or $\cos\phi<r/2$. The preceding pulses together then contribute a negative real part, which lowers $|F|^2$ by more than their imaginary part raises it. With $T$ and $\tau$ held fixed:

| Modulation | $\lvert F\rvert$ | Phase |
|---|---|---|
| 1 MHz | 1.885 | −4.0° |
| 10 MHz | 1.342 | −26.6° |
| 30 MHz | 0.727 | −14.1° |

**Q:** The lag falls again at 30 MHz. A simple thermal relaxation should lag more at higher frequency.

**A:** That expectation belongs to continuous heating. Here the lag $\beta$ obeys $\tan\beta=r\sin\phi/(1-r\cos\phi)$. At 10 and 30 MHz the angles $\phi$ are $45^\circ$ and $135^\circ$, with equal sines and opposite cosines. The numerator is 0.334 in both cases, while the denominator rises from 0.666 to 1.334. Since $1/F=1-re^{-i\phi}$ lies on a circle of radius $r$ about 1, the lag can never exceed $\arcsin r$, here 28°.

**Q:** If $F$ contains the history, can I see that history without the latest pulse?

**A:** Yes, by letting the probe arrive just before its own pump pulse. If it is early by $s$, with $0<s<T$, the youngest heating has age $T-s$, and the sum starts at $q=1$:

$$Z(-s)=ma\sum_{q\ge1}e^{-(qT-s)/\tau}e^{-iq\phi}=ma\,e^{s/\tau}(F-1).$$

As $s\to0$ the example gives $F-1=0.200-0.602\,i$, in units of $ma$. Across zero delay the reading jumps by

$$maF-ma(F-1)=ma ,$$

which is real. $X$ jumps and $Y$ is continuous. In the laboratory, cables and electronics add an unknown phase, and one can remove it by rotating the data until $Y$, extrapolated to zero delay from both sides, has no jump and $X$ jumps upward. Without extrapolation, readings 0.1 ns either side of zero would leave a phase error of about 0.4° here with the pump stage (or after correcting the probe-stage phase), because the film cools between them.

**Q:** My modulator switches the beam on and off. Does that spoil the cosine calculation?

**A:** Not if the pattern repeats after a whole number $M>2$ of pulses and $\phi=2\pi/M$. Any such pattern can be written $E_n/E=\sum_{l=0}^{M-1}c_l\,e^{il\phi n}$. The film is linear, and the lock-in average keeps $l=1$ alone, because the other terms rotate through whole turns in $M$ pulses. So, provided $c_1\ne0$, $m$ is replaced by the complex number $2c_1$ before and after zero delay, and

$$\frac{Z(0^+)}{Z(0^+)-Z(0^-)}=\frac{2c_1aF}{2c_1a}=F .$$

The number $c_1$ may have a phase of its own, which the jump also removes. A simulated pattern of four pulses on and four off reproduced $F$ in this way to within $10^{-7}$.

**Q:** How do I get $\tau$ without knowing the absorbed power?

**A:** Use the ratio $R=-X/Y$. With the pump stage, or after correcting the probe-stage phase, $ma\,e^{-t_d/\tau}$ cancels:

$$R=\frac{1-r\cos\phi}{r\sin\phi}.$$

Multiply by $r\sin\phi$ and collect $r$: $r(\cos\phi+R\sin\phi)=1$. Since $\ln(1/r)=T/\tau$,

$$\tau=\frac{T}{\ln(\cos\phi+R\sin\phi)},\qquad 0<\phi<\pi .$$

The logarithm must be positive, which requires $R>(1-\cos\phi)/\sin\phi=\tan(\phi/2)$. A smaller measured value cannot come from one decaying mode. In the example $R=0.666/0.334=1.994$, and the formula returns $12.5/0.75=16.67$ ns.

**Q:** What does an error in $R$ do?

**A:** Differentiate, using $\cos\phi+R\sin\phi=1/r$:

$$\frac{d\tau}{dR}=-\frac{T}{(T/\tau)^2}\,r\sin\phi=-\frac{\tau^2}{T}\,r\sin\phi .$$

Multiplying by $R/\tau$ and using $Rr\sin\phi=1-r\cos\phi$,

$$\frac{d\ln\tau}{d\ln R}=-\frac{\tau}{T}(1-r\cos\phi)=-0.888 .$$

A 1 % increase in $R$ lowers $\tau$ by about 0.9 %.

A phase error $\epsilon$ is a separate matter. It turns $R=\cot\beta$ into $\cot(\beta-\epsilon)$, so $dR/d\epsilon=1+R^2$ at $\epsilon=0$. Since $1+R^2=|F|^2/(\mathrm{Im}F)^2=D/(r\sin\phi)^2$,

$$\frac{d\ln\tau}{d\epsilon}=-\frac{\tau}{T}\,\frac{D}{r\sin\phi}.$$

Here this is $-1.333\times0.555/0.334=-2.2$ per radian, or $-3.9$ % per degree. The full formula gives 16.03 ns for $+1^\circ$ and 17.32 ns for $-1^\circ$, in agreement.

**Q:** Can I choose a modulation frequency that reduces this phase sensitivity?

**A:** At fixed $T$ and $\tau$, minimize $D/\sin\phi$. Setting its derivative to zero gives $2r\sin^2\phi=D\cos\phi$, which simplifies to

$$\cos\phi=\frac{2r}{1+r^2}.$$

There $D/\sin\phi=1-r^2$, and the sensitivity has magnitude $(\tau/T)(1-r^2)/r=2(\tau/T)\sinh(T/\tau)$. The example calls for $\cos\phi=0.945/1.223=0.77$ and has 0.71, so 10 MHz is near the optimum. This rule considers a fixed phase error alone; noise and substrate heating may favour another frequency.

For $\tau\ll T$ even the optimum grows as $(\tau/T)e^{T/\tau}$: little heat survives to carry the lag. For $\tau\gg T$ it tends to 2 per radian, at $\omega_0\tau\approx1$.

**Q:** For $\tau\gg T$ the pulses should blur into continuous heating. Does your factor know that?

**A:** Put $x=T/\tau+i\omega_0T$, so $F=1/(1-e^{-x})$. Expand the denominator:

$$1-e^{-x}=x\Big(1-\frac x2+\frac{x^2}{6}-\dots\Big).$$

The reciprocal of the bracket is $1+\frac x2+\big(\frac14-\frac16\big)x^2+\dots$, hence

$$F=\frac1x+\frac12+\frac{x}{12}-\dots,\qquad |x|<2\pi .$$

The limit $2\pi$ is the distance to the nearest other zeros of $1-e^{-x}$, at $\pm2\pi i$.

Continuous heating at the same average rate obeys $\dot\theta=-\theta/\tau+(ma/T)e^{i\omega_0t}$. Its amplitude is $(ma/T)/(1/\tau+i\omega_0)=ma/x$, the first term. This term dominates only when $|x|\ll1$, which requires $\omega_0T\ll1$ as well as $\tau\gg T$: slow cooling alone is not enough, and there must also be many pulses in each modulation period. The term $\frac12$ is half the jump: just after a pulse, the film is above the middle of its sawtooth.

The example has $x=0.750+0.785\,i$, which is not small. Successive sums are $0.636-0.666\,i$, $1.136-0.666\,i$ and $1.198-0.601\,i$, against the full $1.200-0.602\,i$. The continuous formula alone would be poor here.

In the opposite limit, $\tau\ll T$, $r\to0$ and $F\to1$: each pulse acts alone.

**Q:** Thermal models can also be solved in frequency. Where is the pulse sum there?

**A:** A pulse train of period $T$ contains all multiples of $\omega_s=2\pi/T$ with equal weight $1/T$. Modulation shifts them to $\omega_0+j\omega_s$. One mode of unit initial rise has the response

$$H(\omega)=\int_0^\infty e^{-t/\tau-i\omega t}\,dt=\frac{\tau}{1+i\omega\tau}.$$

Adding the responses at time $t_d$ after a pump pulse gives, for $0<t_d<T$ and the pump stage,

$$\frac{Z}{ma}=\frac1T\sum_{j=-\infty}^{\infty}H(\omega_0+j\omega_s)\,e^{i(\omega_0+j\omega_s)t_d}.$$

This is the same reading, sorted by frequency instead of by pulse. At $t_d=0$ a Fourier series summed symmetrically gives the middle of a jump, $F-\frac12$. With 200,000 sidebands on each side, the sum matched that value to within $10^{-5}$. A calculation that evaluates the series at zero delay is therefore not reading the film just after the pulse.

**Q:** Now the real sample. Diamond warms, heat spreads sideways, and gold is not uniform in depth. Is a single mode believable?

**A:** It is an approximation whose error can be sized. Rough values are 300 W/(m K) for gold, and 2000 W/(m K) and 1.8 MJ/(m³ K) for diamond. Both beams have $1/e^2$ intensity radii of 20 µm. I replaced the one-mode response by heat diffusion in both materials and inserted the resulting $R$ into the one-mode formula. The shifts of $\tau$ are relative to $Cd/G$:

| Effect included | 1 ns | 8 ns |
|---|---|---|
| Diamond heating | +6.8 % | +10.4 % |
| Lateral spreading in film | −1.9 % | −1.9 % |
| Film depth | +0.7 % | +0.7 % |
| All three | +5.2 % | +8.4 % |

The last row also lets heat spread sideways in the diamond. Two entries can be estimated by hand. Gold's diffusivity is $D_f=300/(2.5\times10^6)=1.2\times10^{-4}$ m²/s. Let $W^2$ be the sum of the squared beam radii. Diffusion raises the squared radius of the heated spot by $8D_ft$, and the probe-averaged rise is inversely proportional to the sum of the squared spot and probe radii, so spreading multiplies the decay by $1/(1+8D_ft/W^2)$. The added initial rate is $8D_f/W^2=1.2\times10^6$ s⁻¹, 2 % of $1/\tau=6\times10^7$ s⁻¹.

For depth, the slowest slab mode obeys $b\tan b=\mathrm{Bi}$, where $\mathrm{Bi}=Gd/k=0.02$, $k$ is the film conductivity and $\tau_1=d^2/(D_fb^2)$. For small Bi, $b^2+b^4/3\approx\mathrm{Bi}$ gives $b^2\approx\mathrm{Bi}(1-\mathrm{Bi}/3)$, so $\tau_1\approx(Cd/G)(1+\mathrm{Bi}/3)$, longer by 0.7 %.

The diamond acts as a further thermal impedance in series with $1/G$, and it is the largest of these three corrections. With all three effects, the 1 ns reading would give $G=28.5$ instead of 30 MW/(m² K).

These sizes assume ordinary diffusion in the diamond. Heat diffuses only about 1 µm there in 1 ns, comparable with the mean free paths of many of the phonons that carry it, so the true correction may differ. As a rough gauge, halving the diamond conductivity raises the combined shifts to 7.9 % at 1 ns and 12.7 % at 8 ns.

**Q:** Would the data warn me?

**A:** Partly. One mode gives an $R$ independent of delay. With several modes of relative amplitudes $A_p$, decay times $\tau_p$ and factors $F_p$,

$$Z=ma\sum_pA_p\,e^{-t_d/\tau_p}F_p ,$$

and the balance between different phases generally changes with delay. A diffusive substrate supplies a continuum of such terms. With all three effects, $R$ falls from 1.885 at 1 ns to 1.825 at 8 ns. That is a phase change of 0.8°, a warning you can see only if the phase is stable to better than this over the delay scan. Lateral spreading alone gives 2.0385 and 2.0381: practically flat, yet $\tau$ is wrong by 2 %. A flat ratio is necessary for one mode but does not prove that $\tau=Cd/G$.

**Q:** How close is this to an actual measurement, and is the heating gentle enough for a linear theory?

**A:** Conductances of tens of MW/(m² K) are plausible for gold on diamond, though they depend on surface preparation and adhesion layers. I chose the film thickness to make $\tau$ comparable with $T$. Halving $d$ at fixed $C$ and $G$ halves $\tau$. Of the effects modelled above, the warming of the substrate matters most; it moves $\tau$ by 7 to 10 % here. Diamond of lower conductivity would warm more.

For 5 mW of absorbed power, each average pulse brings 62.5 pJ. Averaging the pump profile over the probe profile gives a fluence $2E/(\pi W^2)=0.04974$ J/m². Dividing by $Cd$ gives $a=99.5$ mK. With $m=1$, the one-mode signal at 1 ns is

$$X=99.5\times e^{-0.06}\times1.200=112\ \text{mK},\qquad Y=-56\ \text{mK}.$$

The mean rise is $a\tau/T=133$ mK for one mode and 167 mK in the fuller model. These are small beside room temperature, so constant material properties are a reasonable assumption. Both models omit the picoseconds just after a pulse during which gold's electrons are much hotter than its lattice, which is why the delays used for inference start at 1 ns. Waiting does not remove all electron–lattice imbalance. If heat enters the diamond only through lattice vibrations, the electrons must first hand it to the gold lattice near the interface, which adds a resistance of about $1/\sqrt{g\,k_{\rm ph}}$ in series at every delay. For a coupling $g\approx2.5\times10^{16}$ W/(m³ K) and a lattice conductivity $k_{\rm ph}$ of 2 to 5 W/(m K), this is about 13 to 8 % of $1/G$ here. The $G$ used throughout is therefore an effective conductance that includes this step. The numerical output below lists the values for this example.

## Computed results

```
film heat capacity C = 2.50 MJ/(m^3 K)
film thickness d = 200 nm
interface conductance G = 30 MW/(m^2 K)
film conductivity = 300 W/(m K)
diamond conductivity = 2000 W/(m K)
diamond heat capacity = 1.80 MJ/(m^3 K)
repetition rate = 80 MHz
modulation frequency = 10 MHz
pump, probe radii = 20, 20 um
average absorbed power = 5.0 mW
pulse period T = 12.50 ns
decay time tau = 16.667 ns
T/tau = 0.7500, r = 0.4724
phase step phi = 45.0 deg
denominator D = 0.5551
F = 1.1998 -0.6017 i
|F| = 1.3422, phase = -26.64 deg
F - 1 (before pulse) = 0.1998 -0.6017 i
1/x = 0.6359 -0.6660 i
1/x + 1/2 = 1.1359 -0.6660 i
1/x + 1/2 + x/12 = 1.1984 -0.6005 i
pulses for 0.1 % accuracy = 10
1 MHz: |F| = 1.8854, phase = -4.01 deg
10 MHz: |F| = 1.3422, phase = -26.64 deg
30 MHz: |F| = 0.7272, phase = -14.06 deg
ratio R = 1.9939
d ln tau / d ln R = -0.8880
phase error -1 deg: tau = 17.323 ns
phase error +1 deg: tau = 16.034 ns
wrong stage geometry, 1 ns: tau = 19.157 ns
absorbed energy per pulse = 62.50 pJ
single-pulse rise a = 99.47 mK
signal at 1 ns: X = 112.39, Y = -56.37 mK
signal at 8 ns: X = 73.85, Y = -37.04 mK
mean rise, one mode = 132.6 mK
mean rise, full model = 167.2 mK
Biot number G d/k = 0.0200
substrate heating, 1 ns: R = 1.8546, tau = 17.797 ns (+6.78 %)
substrate heating, 8 ns: R = 1.7894, tau = 18.403 ns (+10.42 %)
lateral spreading, 1 ns: R = 2.0385, tau = 16.345 ns (-1.93 %)
lateral spreading, 8 ns: R = 2.0381, tau = 16.347 ns (-1.92 %)
film depth, 1 ns: R = 1.9790, tau = 16.778 ns (+0.67 %)
film depth, 8 ns: R = 1.9790, tau = 16.778 ns (+0.67 %)
all three, 1 ns: R = 1.8845, tau = 17.537 ns (+5.22 %)
all three, 8 ns: R = 1.8247, tau = 18.068 ns (+8.41 %)
G inferred, all three, 1 ns = 28.51 MW/(m^2 K)
largest convergence shift of tau = 0.00001 %
```
